# Langmuir-Blodgett integration for cold ions converging between coaxial cylinders

## Definitions and conventions

A long cylinder of radius $a$ emits singly charged positive ions of mass $M$. They travel inward to a coaxial cylinder of radius $r_w<a$. The flow is steady, radial and free of collisions. The ions are cold: all start at rest, so all ions at a given radius have the same speed. No electrons are present between the cylinders, and the electric field at the emitter is zero, which is the space-charge-limited condition.

Let $\phi$ be the potential and

$$U(r)=\phi(a)-\phi(r)\ge 0,\qquad s=\ln(a/r)\ge 0 .$$

The inward current per unit length is $I>0$, and $J_a=I/(2\pi a)$ is the current density at the emitter. A prime on a function of $s$ means $d/ds$. SI units hold in the formulas, and $e$ is the positive elementary charge.

Since $r\,d/dr=-d/ds$, the inward field is

$$E=-\frac{dU}{dr}=\frac{U'}{r}.$$

Poisson's equation for $\phi$ has $-\rho/\varepsilon_0$ on the right. The sign changes on going to $U$:

$$\frac1r\frac{d}{dr}\left(r\frac{dU}{dr}\right)=\frac{\rho}{\varepsilon_0}
\quad\Longrightarrow\quad U''=\frac{r^2\rho}{\varepsilon_0}.$$

Continuity gives $\rho=I/(2\pi r v)$, and energy conservation gives $v=\sqrt{2eU/M}$. With $r=ae^{-s}$,

$$U''=Ka\,e^{-s}U^{-1/2},\qquad K=\frac{I}{2\pi\varepsilon_0}\sqrt{\frac{M}{2e}} .\tag{1}$$

## What goes wrong with direct integration

The naive scheme starts (1) at the emitter with $U=U'=0$. The right side is then infinite, because ions at rest have infinite density. Replacing $U=0$ by a small positive number removes the infinity but introduces an arbitrary parameter.

The singularity has a definite form. Near $s=0$ put $U=Cs^{4/3}$ and $e^{-s}\approx1$. Equation (1) becomes

$$\tfrac49Cs^{-2/3}=KaC^{-1/2}s^{-2/3},\qquad\text{so}\qquad C^{3/2}=\tfrac94Ka .$$

Thus $U^{3/2}\approx\frac94Ka\,s^2$, and the square root of $U^{3/2}$ is a smooth variable. This suggests defining $b(s)\ge0$ by

$$U^{3/2}=\tfrac94K\,r\,b^2 .\tag{2}$$

Using $r$ here instead of $a$ removes the explicit factor $e^{-s}$ from the final equation. To see this, write (2) as $U=Ce^{-2s/3}b^{4/3}$ with the same $C$. Then

$$U'=Ce^{-2s/3}\left[-\tfrac23b^{4/3}+\tfrac43b^{1/3}b'\right],\tag{3}$$

$$U''=Ce^{-2s/3}\left[\tfrac49b^{4/3}-\tfrac{16}{9}b^{1/3}b'+\tfrac49b^{-2/3}b'^2+\tfrac43b^{1/3}b''\right].$$

The coefficient $-\frac{16}{9}$ is the sum of two equal terms $-\frac89$: one from differentiating the exponential, one from differentiating $b^{4/3}$. The right side of (1) is

$$Kae^{-s}C^{-1/2}e^{s/3}b^{-2/3}=KaC^{-1/2}e^{-2s/3}b^{-2/3}.$$

Divide both sides by $Ce^{-2s/3}$, use $KaC^{-3/2}=\frac49$, and multiply by $\frac94b^{2/3}$:

$$3bb''+b'^2-4bb'+b^2=1 .\tag{4}$$

This is the Langmuir-Blodgett equation for inward flow. The usual function $\beta$ of $\gamma=\ln(r/a)$ is $\beta=-b$, with $\gamma=-s$. Solving (2) for $K$ and inserting its definition gives the current:

$$I=\frac{8\pi\varepsilon_0}{9}\sqrt{\frac{2e}{M}}\,\frac{U^{3/2}}{r\,b^2}.\tag{5}$$

## The remaining difficulty at the emitter

The condition $U=0$ gives $b(0)=0$. If $b''$ is finite there, (4) requires $b'^2=1$, and positive $b$ selects $b'(0)=1$. Equation (3) then gives $U'\to0$, as the zero-field condition demands. An integrator, however, needs

$$b''=\frac{1+4bb'-b^2-b'^2}{3b},\tag{6}$$

which is $0/0$ at $s=0$. A simple way round is to start at a small $s_0$ with $b=s_0$, $b'=1$. The resulting error can be understood by adding a small disturbance $\eta$ to the true solution. Keeping the leading terms of (4) near $s=0$, where $b\approx s$ and $b'\approx1$, gives

$$3s\eta''+2\eta'=0 .$$

The trial form $\eta=s^p$ gives

$$3p(p-1)+2p=p(3p-1)=0,\qquad p=0\ \text{or}\ \tfrac13 .$$

The case $p=0$ is a small shift of the emitter. To interpret $p=\frac13$, multiply (1), with $e^{-s}\approx1$, by $2U'$ and integrate:

$$U'^2=4KaU^{1/2}+F^2,$$

where $F$ is the value of $U'$ left at the emitter. For small $F^2$, dividing by the square root and expanding gives

$$\left(U^{-1/4}-\frac{F^2}{8Ka}U^{-3/4}\right)dU=2\sqrt{Ka}\,ds,$$

$$\tfrac43U^{3/4}-\frac{F^2}{2Ka}U^{1/4}=2\sqrt{Ka}\,s+\text{const}.$$

Near the emitter $b\propto U^{3/4}$ and $U^{1/4}\propto s^{1/3}$. A leftover field therefore disturbs $b$ by an amount proportional to $F^2s^{1/3}$.

Both disturbances grow more slowly than $b\approx s$. Their relative sizes fall as $s^{-1}$ and $s^{-2/3}$ near the emitter, so inward integration is forgiving. Following small disturbances from $s=10^{-4}$ to $10^{-3}$ gave powers 0.000 and 0.334.

Forgiving does not mean accurate. With $s_0=0.1$, the start $b=s_0$, $b'=1$ leaves an error of 3.6% in $b$ at $s=1$. Reducing $s_0$ helps, but the numerator of (6) is then a small difference: near the emitter it is about $4s-\frac85s=\frac{12}{5}s$, left after terms of order one cancel. Its relative rounding error grows as $1/s_0$, but the first steps are also of order $s_0$, so in double precision this does little harm. The slope error $\frac45s_0$ excites the $s^{1/3}$ disturbance with an amplitude proportional to $s_0^{5/3}$, and the error in $b(1)$ falls accordingly, to about $6\times10^{-7}$ at $s_0=10^{-4}$ and of order $10^{-13}$ at $s_0=10^{-8}$. An alternative that avoids integrating through many decades of $s$ keeps $s_0$ moderate and supplies accurate values of $b$ and $b'$.

## The starting series

Insert $b=\sum_{n\ge1}c_ns^n$, with $c_1=1$, into (4). For $n\ge2$ the coefficient of $s^{n-1}$ must vanish:

$$\sum_{i+j=n+1}[3j(j-1)+ij]c_ic_j-4\sum_{i+j=n}jc_ic_j+\sum_{i+j=n-1}c_ic_j=0,$$

with $i,j\ge1$. The highest coefficient, $c_n$, occurs twice in the first sum. The pair $i=1,\,j=n$ contributes $3n(n-1)+n$, and the pair $i=n,\,j=1$ contributes $n$. Together they give $n(3n-1)$. Hence

$$c_n=-\frac{1}{n(3n-1)}\left[\sum_{i=2}^{n-1}\{3j(j-1)+ij\}c_ic_j\Big|_{j=n+1-i}-4\sum_{i=1}^{n-1}(n-i)c_ic_{n-i}+\sum_{i=1}^{n-2}c_ic_{n-1-i}\right].\tag{7}$$

The divisor is the same polynomial that governs the disturbances. Its roots, 0 and $\frac13$, are not integers above one, so every coefficient is fixed. For $n=2$ the middle sum alone contributes:

$$c_2=\frac{4}{10}=\frac25 .$$

For $n=3$,

$$c_3=-\frac1{24}\left[10\left(\tfrac25\right)^2-4\left(2\cdot\tfrac25+\tfrac25\right)+1\right]
=-\frac1{24}\left[\tfrac85-\tfrac{24}5+1\right]=\frac{11}{120}.$$

Continuing,

$$b=s+\tfrac25s^2+\tfrac{11}{120}s^3+\tfrac{47}{3300}s^4+\cdots .\tag{8}$$

The scheme is as follows.

1. Compute the coefficients from (7).
2. Sum the series for $b$ and its derivative at $s_0=0.1$.
3. Integrate (6) from $s_0$ to $s=\ln(a/r)$ with an error-controlled Runge-Kutta method.
4. Insert $b$ in (5).

With twelve terms, the last one at $s_0$ is about $7\times10^{-24}$, far below double-precision rounding. Relative to that run, starts with two, four and six terms give errors in $b(1)$ of $1.2\times10^{-3}$, $3.5\times10^{-7}$ and $3.7\times10^{-11}$.

## A check by following one ion

The same flow can be described without the singular density. Consider an ion that left the emitter a time $t$ ago and is now at $r$. The charge per length between it and the emitter is what was emitted since then, $It$. The field vanishes at $a$, so Gauss's law gives $2\pi rE=It/\varepsilon_0$, and

$$\ddot r=-\frac{kt}{r},\qquad k=\frac{eI}{2\pi\varepsilon_0M},\qquad r(0)=a,\quad \dot r(0)=0 .\tag{9}$$

This equation is regular at the start. With $v=|\dot r|$ and $U=Mv^2/(2e)$,

$$\frac{U^{3/2}}K=\frac{M}{2e}\,\frac{2\pi\varepsilon_0}{I}\,v^3=\frac{v^3}{2k},
\qquad b^2=\frac{4}{9r}\,\frac{U^{3/2}}K=\frac{2v^3}{9kr}.$$

At seven ratios $a/r$ from 1.01 to 10, the two values of $b^2$ differ by at most $3.7\times10^{-13}$ in relative terms. Equation (9) could itself serve as the algorithm. It requires finding the arrival time at a chosen radius, whereas (6) uses the radius directly as its variable.

## Nearly equal radii

Let $d=a-r$ and $\delta=d/a$. The planar Child current density for the same $U$ and $d$ is

$$J_C=\frac49\varepsilon_0\sqrt{\frac{2e}{M}}\,\frac{U^{3/2}}{d^2}.$$

Dividing (5) by $2\pi a$ gives $J_a$, and therefore

$$\frac{J_a}{J_C}=\frac{d^2}{ar\,b^2}=\frac{(1-e^{-s})^2}{e^{-s}b^2}
=\frac{4\sinh^2(s/2)}{b^2}.\tag{10}$$

From (8), the coefficient of $s^2$ in $b^2/s^2$ is $\frac4{25}+\frac{11}{60}=\frac{103}{300}$, so

$$\frac{b^2}{s^2}=1+\tfrac45s+\tfrac{103}{300}s^2+\cdots,\qquad
\frac{s^2}{b^2}=1-\tfrac45s+\left(\tfrac{16}{25}-\tfrac{103}{300}\right)s^2+\cdots .$$

The bracket is $\frac{89}{300}$. Multiplication by $4\sinh^2(s/2)/s^2=1+s^2/12+\cdots$ adds $\frac{25}{300}$:

$$\frac{J_a}{J_C}=1-\tfrac45s+\tfrac{19}{50}s^2+\cdots .$$

Now use $s=-\ln(1-\delta)=\delta+\frac12\delta^2+\cdots$. The quadratic coefficient becomes $-\frac25+\frac{19}{50}=-\frac1{50}$:

$$\frac{J_a}{J_C}=1-\tfrac45\delta-\tfrac1{50}\delta^2+O(\delta^3).\tag{11}$$

This proves the planar limit. At $\delta=0.001$ the ion flight gives 0.99920. At $\delta=0.1$ it gives 0.91978, against 0.91980 from (11).

The correction depends on where the current density is taken. At the collector $J_r=J_a\,a/r=J_a/(1-\delta)$, so

$$\frac{J_r}{J_C}=1+\tfrac15\delta+O(\delta^2).$$

For a thin gap the planar value lies between the densities at the two electrodes and is closer to that at the collector. For a wide gap it is a poor guide to emission: at $a/r=10$, $J_a/J_C$ is 0.219.

The opposite limit, a very thin inner wire, needs another variable. As $s$ grows, the source in (1) decays at least as fast as $e^{-s}$, because $U$ increases. Hence $U'$ tends to a constant and $U$ becomes linear in $s$, the logarithmic potential of a charge-free gap. By (2), $b^2$ then grows as $e^ss^{3/2}$. For very large $a/r$ one can therefore switch from the exponentially growing $b$ to the nearly linear $U$ once the emitter is left behind.

## A biased rod in a hydrogen plasma

In a sheath the roles of the known quantities change. The plasma fixes the current density at the sheath edge, and the edge radius $a$ is sought. Take a rod of radius $r_w=1$ mm with a drop $V=500$ V between sheath edge and rod. The ions are H2+, the electron temperature is $T_e=3$ eV, and the edge density is $n_s=6\times10^9$ cm$^{-3}$. The presheath is not solved; it is represented by $n_s$ and the Bohm speed $u_B=\sqrt{eT_e/M}$, with $T_e$ in volts in this formula. This gives $u_B=11.99$ km/s and

$$J_a=en_su_B=1.152\ \text{mA/cm}^2 .$$

Let $L$ be the planar Child thickness at this current density:

$$L^2=\frac49\varepsilon_0\sqrt{\frac{2e}{M}}\,\frac{V^{3/2}}{J_a},\qquad L=6.11\ \text{mm}.$$

Equation (5) at the rod then becomes $ar_wb^2=L^2$, or

$$e^sb^2(s)=\frac{L^2}{r_w^2}=37.37 .$$

By (2), the left side is proportional to $U^{3/2}e^{2s}$ at fixed $Ka$. It increases with $s$, so there is one root: $s=1.5202$, where $b=2.8586$ and $b'=3.1058$. Hence

$$a=r_we^s=4.57\ \text{mm},\qquad I=2\pi(0.4573\ \text{cm})(1.152\ \text{mA/cm}^2)=3.31\ \text{mA/cm}.$$

The sheath is 3.57 mm thick. Using the planar thickness around the rod would give 5.15 mA/cm, 56% more than the cylindrical cold-ion value.

Dividing (3) by $U$ gives the field at the rod:

$$E=\frac{V}{r_w}\left(\frac{4b'}{3b}-\frac23\right)=5.00\,(1.4486-0.6667)=3.91\ \text{kV/cm}.$$

The total space charge gives the same value through $E=I\tau/(2\pi\varepsilon_0r_w)$, where the transit time is $\tau=65.7$ ns. Halfway across the gap the drop has reached 25% of its total, against 40% in planar flow. More of the voltage lies near the rod.

Both $J_a$ and the Child factor scale as $M^{-1/2}$, so $L$ and $a$ do not depend on ion mass at fixed $n_s$, $T_e$ and $V$. If ions 1.5 times heavier replaced H2+, the radius would stay the same and the current would fall to 2.70 mA/cm.

## What the real sheath changes

The plasma values are illustrative inputs, and the gas pressure is taken as 1 mTorr. The largest of the errors estimated here comes from the sheath edge, where real ions enter at the Bohm speed and electrons are still present. With $\chi=U/T_e$ ($T_e$ in volts) and Boltzmann electrons,

$$\chi''=\left(\frac{a}{\lambda_D}\right)^2\left[\frac{e^{-s}}{\sqrt{1+2\chi}}-e^{-2s-\chi}\right],\qquad \lambda_D^2=\frac{\varepsilon_0T_e}{en_s}.$$

The bracket is the charge density divided by $en_s$ and multiplied by $(r/a)^2=e^{-2s}$, the factor from Poisson's equation. Flux conservation and an entry energy of $T_e/2$ give the ion density $n_se^{s}/\sqrt{1+2\chi}$; the electron density is $n_se^{-\chi}$. Starting from $\chi=\chi'=0$, the bracket is $s$ to first order. Convergence itself therefore supplies the charge that starts the sheath.

At fixed $J_a$ and $V$, the entry speed without electrons raises $a$ to 4.87 mm. With electrons it becomes 5.66 mm, 24% above the cold-ion radius, and the current rises in proportion to 4.10 mA/cm. The added distance is between six and seven edge Debye lengths of 0.166 mm. When $T_e$ is divided by 1000 at the same $J_a$, the difference in radius shrinks to 0.7%, as the cold-ion limit requires. The zero edge field is an assumption of this estimate; a finite presheath field would alter the result.

The other estimates use rough inputs:

- **Collisions.** A cross section of $10^{-15}$ cm$^2$ at 1 mTorr and 300 K gives a free path of 31 cm. The gap is about 1% of it. At 100 mTorr the two would be comparable, and collisionless flow would fail.
- **Angular motion.** Angular momentum conservation raises the azimuthal energy by $(a/r_w)^2$. If ions entered the sheath with only the thermal azimuthal energy of a 0.05 eV temperature, it would reach 0.1% of the drop at the rod. That figure is too small here. The free path far exceeds $a$, so ions also keep their angular momentum through the presheath, and the collected ions come from impact parameters of a few centimetres. For ions that are isotropic far away at density $n_0$, the collected angular momenta are spread evenly up to a value $L_m$ with $I=2n_0eL_m/M$. With $n_s/n_0$ between 0.37 and 0.61, the mean azimuthal energy at the rod is then 3% to 8% of the drop. Purely radial flow is an approximation at this level.
- **Secondary electrons.** A yield of 0.1 per ion raises the measured current from 3.31 to 3.64 mA/cm. Their space charge is not included.
- **Heating.** The ions deliver 2.6 W/cm$^2$ to the rod. If radiation with emissivity 0.3 were the sole cooling, the rod would reach about 1100 K. With this heat flux and a work function of 4.5 eV, thermionic emission would be about $10^{-10}$ of the ion current density. The ratio depends steeply on temperature: the larger current found with electrons would raise it by about a factor of ten, which is still negligible.

At the same $n_s$ and $T_e$, and still with zero edge field, the model with electrons gives a radius 24% above the cold-ion value at 500 V but only about 10% above it at 5 kV. The cold-ion solution is thus an approximation for collisionless sheaths that improves as the voltage rises; at 500 V and 3 eV its edge radius needs the electron correction. Further values are listed in the numerical output.

## Calculated quantities

```
series c2..c5: 2/5, 11/120, 47/3300, 31033/18480000
start s0 = 0.1, terms = 12, last term = 7.1e-24
a/r    s        b         b^2       J_a/J_Child
1.01   0.00995  0.00999    0.00010  0.99208
1.1    0.09531  0.09902    0.00981  0.92709
1.5    0.40547  0.47774    0.22824  0.73024
2      0.69315  0.91943    0.84535  0.59147
3      1.09861  1.72668    2.98144  0.44721
5      1.60944  3.14461    9.88856  0.32361
10     2.30259  6.08075   36.97550  0.21906
largest relative difference of b^2 from ion flight: 3.7e-13
x=d/a  J_a/J_Child (flight)  1-0.8x-0.02x^2  J_r/J_Child
0.2    0.8390332             0.8392000       1.0487915
0.1    0.9197808             0.9198000       1.0219787
0.05   0.9599477             0.9599500       1.0104713
0.01   0.9919980             0.9919980       1.0020182
0.001  0.9992000             0.9992000       1.0002002
start with 1 term(s): relative error of b at s=1: 3.6e-02
start with 2 term(s): relative error of b at s=1: 1.2e-03
start with 4 term(s): relative error of b at s=1: 3.5e-07
start with 6 term(s): relative error of b at s=1: 3.7e-11
disturbance power p=0.000: measured 0.000
disturbance power p=0.333: measured 0.334
rod radius 1.00 mm, drop 500 V, Te 3.0 eV, edge density 6.0e+09 cm^-3
H2+ mass 3.34615e-27 kg, Bohm speed 11.985 km/s
edge current density 1.1521 mA/cm2
planar Child thickness L 6.113 mm, (L/r_w)^2 37.369
solution: s 1.52019, b 2.85859, b' 3.10578
sheath radius a 4.573 mm, thickness 3.573 mm
current per length 3.311 mA/cm; with planar thickness 5.149 mA/cm
field at rod 3.910 kV/cm; from space charge 3.910 kV/cm
transit time 65.70 ns; flight energy at rod 500.0000 eV
mid-gap drop fraction 0.2501; planar 0.3969
edge Debye length 0.1662 mm
radius with Bohm speed 4.870 mm (+6.5 %)
radius with Bohm speed and electrons 5.663 mm (+23.8 %), current 4.099 mA/cm
same model, Te/1000 at equal J_a: 4.605 mm (+0.69 %)
pressure 1 mTorr, gas 300 K, cross section 1e-15 cm2: free path 31.1 cm, gap/path 0.0115
ion temperature 0.05 eV: angular energy at rod / drop 1.0e-03
ion mass x1.5: radius 4.573 mm, current 2.703 mA/cm
secondary yield 0.1: measured current 3.642 mA/cm
heat flux at rod 2.634 W/cm2; emissivity 0.3: rod temperature 1116 K
work function 4.5 eV: thermionic/ion current density 1.3e-10
```
